# How Cooling InAs Suppresses Direct Band-to-Band Tunnelling at Fixed Field

A leakage calculation for an InAs tunnel junction, calibrated at room temperature, is to be reused at 77 K. One must decide whether to update the gap alone in the tunnelling formula or the effective mass with it. For a gap that widens from 0.35 to 0.41 eV at 0.3 MV/cm, the first choice lowers the direct tunnelling rate by a factor of 3.4. The second, with the band velocity held fixed, lowers it by a factor of 5.0.

## The estimate on one line

An electron crossing the gap \(E_g\) in a field of magnitude \(F\) travels a distance \(E_g/(eF)\) through forbidden energies. At a band velocity \(v\), its amplitude decays at midgap with the constant \(E_g/(2\hbar v)\). The decay constant falls to zero at both band edges, and its average over the path is \(\pi/4\) of the midgap value, as shown below. The probability is the squared amplitude, so its exponent is

\[
S=2\times\frac{\pi}{4}\,\frac{E_g}{2\hbar v}\times\frac{E_g}{eF}
=\frac{\pi E_g^2}{4\hbar v\,eF}.
\]

One factor of the gap comes from the path length and one from the decay constant. With \(\hbar v=0.745\) eV nm and \(eF=0.030\) eV/nm, the warm exponent is 4.30. The squared gap ratio is \((0.41/0.35)^2=1.372\), so the exponent grows by \(0.372\times4.30=1.60\), and \(e^{1.60}\approx5\).

This leaves three things to settle: the link between mass and gap, the factor \(\pi/4\), and whether the prefactor of the rate also depends on the gap.

## Bands and masses

Take one conduction and one valence band, symmetric about midgap and each with two spin states. Their Hamiltonian is

\[
H=\hbar v\,(\alpha_xk_x+\alpha_yk_y+\alpha_zk_z)+\tfrac12E_g\,\beta ,
\]

where the four matrices square to one and anticommute with each other. In \(H^2\) the cross terms therefore cancel, leaving

\[
E=\pm\sqrt{(E_g/2)^2+(\hbar vk)^2}.
\]

Here \(v\) measures the coupling between the bands. Holding it fixed while the gap changes is the central assumption. It corresponds to an interband momentum matrix element that does not change on cooling.

For small \(k\), the conduction band is

\[
E\simeq\frac{E_g}{2}+\frac{\hbar^2v^2k^2}{E_g}.
\]

Comparison with \(\hbar^2k^2/(2m_c)\) gives \(m_c=E_g/(2v^2)\). The valence mass \(m_v\) is equal to it by symmetry. The reduced mass, defined by \(1/m_r=1/m_c+1/m_v\), is then

\[
m_r=\frac{E_g}{4v^2}.
\]

At fixed \(v\) it is proportional to the gap. A rough warm value \(m_r=0.012\,m_0\), where \(m_0\) is the free-electron mass, gives \(v=1.13\times10^8\) cm/s. The cold reduced mass is \(0.012\times0.41/0.35=0.0141\,m_0\).

## The exponent

Let \(z\) point along the force on the electron. Its potential energy is \(-eFz\), so the energy measured from the local midgap rises as \(dE=eF\,dz\). Inside the gap put \(k_z=i\kappa\) and first set the transverse wave vector to zero. The dispersion becomes

\[
\hbar v\kappa=\sqrt{(E_g/2)^2-E^2}.
\]

The semiclassical exponent of the probability is

\[
S=2\int\kappa\,dz=\frac{2}{\hbar v\,eF}
\int_{-E_g/2}^{E_g/2}\sqrt{(E_g/2)^2-E^2}\;dE .
\]

With \(E=(E_g/2)\sin\theta\), the integral becomes

\[
\frac{E_g^2}{4}\int_{-\pi/2}^{\pi/2}\cos^2\theta\,d\theta
=\frac{\pi E_g^2}{8}.
\]

This is the area of a half disc. Dividing by the energy range \(E_g\) and the midgap height \(E_g/2\) gives the average \(\pi/4\) used above. The exponent follows:

\[
S=\frac{\pi E_g^2}{4\hbar v\,eF}.
\]

To write it with the mass, insert \(1/v=2\sqrt{m_r/E_g}\):

\[
S=\frac{\pi\sqrt{m_r}\,E_g^{3/2}}{2\hbar\,eF}.
\]

The two forms agree for a given material state. They predict different changes on cooling if \(m_r\) is left at its warm value in the second.

A transverse wave vector \(k_\perp\) adds \((\hbar vk_\perp)^2\) to \((E_g/2)^2\). Since \(S\) is proportional to that quantity, the probability is

\[
T(k_\perp)=\exp(-S)\exp\!\left(-\frac{\pi\hbar v k_\perp^2}{eF}\right).
\]

## Why a moderate exponent is acceptable

An exponent near four is not very large, so the semiclassical result needs support. In a uniform field \(\hbar\,dk_z/dt=eF\), and the problem can be solved as a sweep through an avoided crossing.

The part of \(H\) without \(k_z\) anticommutes with \(\alpha_z\) and squares to \(\Delta^2=(E_g/2)^2+(\hbar vk_\perp)^2\). The problem therefore splits into two copies of a two-state problem with Pauli matrices. Let \(q=k_z\sqrt{\hbar v/(eF)}\) and \(\delta=\Delta/\sqrt{\hbar v\,eF}\). The Schrödinger equation becomes

\[
i\frac{d\psi}{dq}=(q\sigma_z+\delta\sigma_x)\psi .
\]

Write the components as \(e^{-iq^2/2}A\) and \(e^{iq^2/2}B\). Then

\[
A'=-i\delta e^{iq^2}B,\qquad B'=-i\delta e^{-iq^2}A .
\]

Differentiating the first equation and inserting both gives

\[
A''-2iqA'+\delta^2A=0 .
\]

The first component has energy \(q\). It is the valence state at \(q\to-\infty\) and the conduction state at \(q\to+\infty\), so the tunnelling probability is \(|A(+\infty)|^2\) when \(|A(-\infty)|=1\) and \(B(-\infty)=0\).

At large \(|q|\) one solution varies slowly. Neglecting \(A''\) gives \(A'/A=-i\delta^2/(2q)\), so \(A\propto(-q)^{-i\delta^2/2}\). The other behaves as \(e^{iq^2}/q\), up to a power of unit modulus on the real axis. The initial condition selects the first.

Follow this solution from \(q=-R\) to \(q=R\) along a large upper semicircle. In the upper left quadrant \(e^{iq^2}\) grows, so the selected solution is the small one and its form is unambiguous. It keeps its leading coefficient into the next quadrant. There the other solution may appear, but at \(q=R\) it contributes an amount that vanishes as \(1/R\). On the way, \(-q\) changes from \(R\) to \(Re^{-i\pi}\), and the amplitude acquires the factor

\[
(e^{-i\pi})^{-i\delta^2/2}=e^{-\pi\delta^2/2}.
\]

Hence \(T=e^{-\pi\delta^2}\), which is the semiclassical expression found above. For this Hamiltonian in an unbounded uniform field, the formula does not require a large \(S\).

A direct numerical evolution from \(q=-40\) to \(q=40\) gives probabilities of 0.01353 warm and 0.002729 cold at \(k_\perp=0\). The formula gives 0.01354 and 0.002729.

## The rate and its prefactor

Assume a full valence band and an empty conduction band. Per unit volume there are \(2\,d^3k/(2\pi)^3\) valence electrons in \(d^3k\), the 2 counting spin. The field carries them through \(k_z=0\) at the speed \(eF/\hbar\) in \(k\)-space. The number of pairs generated per volume and time is

\[
G=\frac{2}{(2\pi)^3}\frac{eF}{\hbar}e^{-S}
\int d^2k_\perp\,e^{-\pi\hbar v k_\perp^2/(eF)} .
\]

A two-dimensional Gaussian \(e^{-ak_\perp^2}\) integrates to \(\pi/a\), here \(eF/(\hbar v)\). Therefore

\[
G=\frac{(eF)^2}{4\pi^3\hbar^2v}\,
\exp\!\left(-\frac{\pi E_g^2}{4\hbar v\,eF}\right).
\]

At fixed field and velocity the prefactor does not contain the gap. For warm and cold gaps \(E_h\) and \(E_c\), the suppression factor is

\[
\frac{G_h}{G_c}=e^{S_c-S_h}
=\exp\!\left[\frac{\pi(E_c+E_h)(E_c-E_h)}{4\hbar v\,eF}\right].
\]

## Numbers for the two gaps

The warm exponent is

\[
S_h=\frac{\pi(0.35)^2}{4(0.7454)(0.030)}=4.302,
\]

and the cold one is \(4.302\times(0.41/0.35)^2=5.904\). Their difference is 1.602, and the suppression factor is \(e^{1.602}=4.96\). The common prefactor is \(1.48\times10^{31}\) cm\(^{-3}\) s\(^{-1}\), so the rate falls from \(2.0\times10^{29}\) to \(4.0\times10^{28}\) cm\(^{-3}\) s\(^{-1}\). Rates obtained from the time evolution and integrated numerically over \(k_\perp\) have a ratio of 4.959.

A linear expansion, \(\Delta S\simeq2S_h(E_c-E_h)/E_h\), gives 1.475. It is about 8% below the full difference because it uses the warm gap where the full expression has the mean of the two gaps.

If \(m_r\) is held at \(0.012\,m_0\) instead, \(v\) must grow as \(\sqrt{E_g}\). The cold exponent is then 5.455, an increase of 1.153. The prefactor, proportional to \(1/v\), falls by \(\sqrt{0.41/0.35}=1.082\). The suppression is \(1.082\,e^{1.153}=3.43\). Leaving the mass unchanged thus gives a cold rate that is too high by a factor of \(4.96/3.43=1.45\), relative to the fixed-velocity model.

The suppression depends strongly on the field at which it is quoted. Since \(\Delta S\propto1/F\), halving the field to 0.15 MV/cm squares the factor, to about 25. Doubling it to 0.6 MV/cm takes the square root, about 2.2. In the high-field limit the factor tends to one, because the barrier then matters little for either gap.

## When the junction sets the field

The comparison so far holds \(F\) fixed. A junction holds its geometry, doping and applied bias fixed, and its field can change. From \(\ln G=2\ln F-S+\text{constant}\), with \(S\propto1/F\),

\[
\frac{d\ln G}{d\ln F}=2+S .
\]

This is 6.3 for the warm case, so a 1% rise in field raises the rate per volume by about 6%.

Consider an idealized p-i-n junction in which the whole potential drop lies in a uniform field across the intrinsic layer. It has a reverse bias \(V=0.20\) V and an n contact holding \(n=10^{18}\) cm\(^{-3}\) electrons. Let the p-side Fermi level lie at the valence edge at both temperatures. With zero-temperature filling, \(n=k_F^3/(3\pi^2)\), and the n-side Fermi level lies above the conduction edge by

\[
\phi=\sqrt{(E_g/2)^2+(\hbar vk_F)^2}-E_g/2 .
\]

This is 0.1145 eV warm and 0.1035 eV cold. The bands must bend by the gap, the filling energy and the bias energy together:

\[
eV_{\rm drop}=E_g+\phi+eV .
\]

The drop is 0.6645 V warm and 0.7135 V cold. A warm field of 0.3 MV/cm fixes the intrinsic length at 22.2 nm. With that length unchanged, the cold field is \(0.3\times0.7135/0.6645=0.322\) MV/cm.

The higher field reduces the cold exponent to \(5.904\times0.3/0.3222=5.50\) and raises the prefactor by \((0.3222/0.3)^2=1.15\). The suppression of \(G\), the rate per volume, becomes \(e^{5.50-4.30}/1.15\approx2.9\). At fixed bias the tunnelling current comes from a layer whose thickness is proportional to \(1/F\), so the current falls by slightly more, a factor of \(2.87\times1.074\approx3.1\). The factors below refer to the rate per volume. The wider gap increases the built-in potential, and the resulting higher field cancels part of the wider gap's effect on tunnelling.

The value 2.9 illustrates this feedback and is not a device prediction, for at least three reasons. First, a real contact of this density would need a depletion layer about 25 nm long to end a field of 0.3 MV/cm, and more than half of the potential would drop there. The field would then vary along the tunnelling path and respond differently to cooling. Second, at a fixed density of ionized acceptors the p-side Fermi level would move about 25 meV into the valence band on cooling. In the idealized junction this alone would raise the cold field further and reduce the factor to about 2.2. Third, zero-temperature filling places the warm n-side Fermi level about 10 meV too high. Thermal filling at both temperatures would by itself reduce the factor to about 2.6.

## Other corrections

**Split-off band.** Real InAs has a split-off valence band below the light-hole band, by an energy \(\Delta_{so}\) comparable with the gap. For \(k_\perp=0\), take the conduction, light-hole and split-off states at energies \(E_g\), 0 and \(-\Delta_{so}\). Couple the first to the other two by \(\sqrt{2/3}\,Pk\) and \(-\sqrt{1/3}\,Pk\). Setting the determinant to zero gives

\[
E(E-E_g)(E+\Delta_{so})=P^2k^2\left(E+\tfrac23\Delta_{so}\right).
\]

Now \(E\) is measured from the valence edge. Putting \(k=i\kappa\) gives \(\kappa(E)\), and \((2/eF)\int_0^{E_g}\kappa\,dE\) gives the exponent. With a rough \(\Delta_{so}=0.39\) eV, and \(P\) set by the same warm reduced mass and then held fixed, the exponents are 4.254 and 5.798. The probability at \(k_\perp=0\) falls by a factor of 4.7, about 6% less than in the two-band model.

**Mass.** A warm reduced mass 10% lower or higher gives a suppression of 4.6 or 5.4 at fixed field.

**Occupation.** At the middle of the 0.20 V bias window, the difference between the valence-side and conduction-side occupations is 0.96 at 300 K and 1.00 at 77 K. The loss is larger near the edges of the window. Integrated over all energies from the n-side conduction edge to the p-side valence edge, and divided by the window width, the difference is about 0.91 warm and 0.98 cold, which lowers the suppression by about 7%.

**Transverse energy.** A nonzero \(k_\perp\) moves the band edges apart and closes part of the bias window. On the n side the window ends at the Fermi level, which lies well above the shifted conduction edge, so only the shift of the p-side valence edge counts. Its mean, weighted by the transverse tunnelling factor, is 18.5 meV warm and 16.2 meV cold. These are 9.3% and 8.1% of the window. The states removed lie near the p-side Fermi level and are only partly filled, so the rate itself falls by less, about 7% in both cases, and the loss nearly cancels in the ratio.

**Impact ionization.** A carrier produced by tunnelling gains a kinetic energy of at most \(eV+\phi\), or 0.31 eV warm and 0.30 eV cold, if thermal tails are ignored. Both lie below the corresponding gap, so such a carrier cannot supply the energy of a new pair. This argument fails once \(eV+\phi\) exceeds the gap, which happens above a bias of about 0.24 V warm or 0.31 V cold. It also does not cover thermally generated electrons that enter from the p side, since they fall through the whole potential drop, which exceeds the gap.

## Reading the result for InAs devices

The gaps of 0.35 and 0.41 eV are rough values for bulk InAs near 300 and 77 K. A field of 0.3 MV/cm is several times the field at which a thick InAs diode breaks down, tens of kV/cm, so it can be held only across a short layer. In the idealized junction the warm rate corresponds to a current density \(eG\,V/F\) of about \(2\times10^4\) A/cm\(^2\), which is strong tunnelling. The model's conduction mass, twice \(m_r\), is \(0.024\,m_0\) warm, close to the rough size for InAs. Its cold value of \(0.028\,m_0\) is somewhat above the rough low-temperature figure of \(0.026\,m_0\), so on these rough figures fixed velocity doubles the growth of the mass. A cold mass of \(0.026\,m_0\) with the same warm value gives a suppression of 4.1 at fixed field, about midway between 3.4 and 5.0. The contact density serves only to illustrate the filling energy. Even at \(10^{19}\) cm\(^{-3}\) the degenerate electrons screen this field gradually: for a relative permittivity near 15 it falls to a tenth over about 9 nm, across a drop of about 0.12 V. The filling energy would then be about 0.35 eV, so \(eV+\phi\) would exceed the gap and the impact-ionization argument above would no longer hold. The fixed field and the treatment of the mass are assumptions of comparable weight. Releasing the field in the idealized junction above moves the factor for the rate per volume from 5.0 to 2.9. If the field is set by depletion and grows only as the square root of the potential drop, the factor moves to about 3.8, a smaller change than the move to 3.4 on holding the mass fixed.

The estimate leaves out heavy-hole mixing at finite \(k_\perp\), the ends of the uniform-field region, confinement, strain, band tails, traps and phonon-assisted tunnelling. A thin channel has a wider gap than bulk material and needs its own \(E_g\). Traps and thermal generation add leakage with a different temperature dependence, so the factor applies to the direct tunnelling part and not to the total current.

For the cold leakage calculation, the mass should therefore be updated with the gap when the band velocity can be taken as fixed, and the field should be recomputed from the cold junction's electrostatics, including the contact Fermi levels and any depletion of the contacts.

## Values computed for the example and the checks

```
Gap, hot: 0.35 eV
Gap, cold: 0.41 eV
Temperature, hot: 300 K
Temperature, cold: 77 K
Field: 0.3 MV/cm
Reduced mass, hot (input): 0.012 m0
Reduced mass, cold (fixed velocity): 0.01406 m0
Band velocity: 1.132e+08 cm/s
hbar times velocity: 0.7454 eV nm
Tunnelling length, hot: 11.67 nm
Tunnelling length, cold: 13.67 nm
Exponent S, hot: 4.302
Exponent S, cold: 5.904
Increase of S: 1.602
Linear estimate of increase: 1.475
Probability at kperp=0, hot: 0.01354
Probability at kperp=0, cold: 0.002729
Same from time evolution, hot: 0.01353
Same from time evolution, cold: 0.002729
Rate prefactor: 1.479e+31 cm^-3 s^-1
Rate G, hot: 2.002e+29 cm^-3 s^-1
Rate G, cold: 4.036e+28 cm^-3 s^-1
Rate ratio cold/hot: 0.2016
Suppression factor hot/cold: 4.961
Suppression from time evolution: 4.959
Fixed-mass exponent, cold: 5.455
Fixed-mass suppression factor: 3.427
Field sensitivity dlnG/dlnF, hot: 6.302
Split-off splitting (rough input): 0.39 eV
Three-band exponent, hot: 4.254
Three-band exponent, cold: 5.798
Three-band probability suppression: 4.685
Junction reverse bias: 0.2 V
n-contact electron density: 1e+18 cm^-3
n-contact filling energy, hot: 0.1145 eV
n-contact filling energy, cold: 0.1035 eV
Junction potential drop, hot: 0.6645 V
Junction potential drop, cold: 0.7135 V
Intrinsic length: 22.15 nm
Junction field, cold: 0.3222 MV/cm
Junction suppression factor: 2.867
Largest carrier kinetic energy, hot: 0.3145 eV
Largest carrier kinetic energy, cold: 0.3035 eV
Mid-window occupation factor, hot: 0.9591
Mid-window occupation factor, cold: 1
Mean transverse edge shift, hot: 18.52 meV
Mean transverse edge shift, cold: 16.16 meV
Bias-window loss, hot: 9.26 %
Bias-window loss, cold: 8.081 %
Suppression, reduced mass 10% lower: 4.569
Suppression, reduced mass 10% higher: 5.364
```
